# Trilinear Instability of Two Stable Modes in Tetragonal Hafnia, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the energy of the coupled displacements

Let a tetragonal distortion of amplitude \(T\) be frozen into the fluorite structure of hafnia. Let a polar displacement \(p\) and an antipolar displacement \(q\) each be stable on its own, with stiffnesses \(k_P>0\) and \(k_Q>0\). If the energy contains the trilinear term \(gTpq\), the state \(p=q=0\) is unstable when

\[
g^2T^2>k_Pk_Q .
\]

It is stable when the inequality is reversed. What becomes unstable is one combination of the two displacements. The other combination becomes stiffer, so the two modes do not both go soft.

A stiffness here is a second derivative of the energy per cubic cell, taken at the frozen value of \(T\) and at zero macroscopic electric field. The quadratic energy is therefore \(\tfrac12k_Pp^2+\tfrac12k_Qq^2\). If it is written instead as \(ap^2+bq^2\), then \(k_P=2a\) and \(k_Q=2b\), and the same condition reads \(g^2T^2>4ab\).

### The three displacement patterns

The cubic cell has edge \(a_0\) and holds four hafnium and eight oxygen atoms. Put a hafnium atom at the origin. The oxygen atoms then have coordinates \(\tfrac{a_0}{4}(s_x,s_y,s_z)\), where each sign is \(+1\) or \(-1\). The oxygen displacements are

\[
u_x=p,\qquad u_y=q\,s_z,\qquad u_z=T\,s_xs_y .
\]

In the tetragonal pattern \(T\), neighbouring columns of oxygen move in opposite directions along \(z\). In the polar pattern, all oxygen atoms move together along \(x\) relative to hafnium. In the antipolar pattern, successive oxygen layers move in opposite directions along \(y\).

Two symmetry operations of the cubic crystal settle which low-order terms can occur. A translation by \((0,a_0/2,a_0/2)\) reverses \(s_y\) and \(s_z\) and leaves the directions of displacement alone. It therefore acts as

\[
(T,p,q)\to(-T,p,-q).
\]

Inversion through the hafnium atom reverses all three signs and also reverses every displacement vector. In the tetragonal pattern the product \(s_xs_y\) is unchanged, so the reversal of the vector changes the sign of \(T\). In the antipolar pattern the reversal of \(s_z\) cancels the reversal of the vector. Hence

\[
(T,p,q)\to(-T,-p,q).
\]

A term \(T^lp^mq^n\) survives the first operation if \(l+n\) is even, and the second if \(l+m\) is even. The three exponents must then be all even or all odd. At second order this leaves \(T^2\), \(p^2\) and \(q^2\). At third order it leaves \(Tpq\) alone. In particular, \(pq\) is forbidden in the cubic crystal and appears only once \(T\) is present.

The directions matter as well. The mirror \(x\to-x\) reverses \(s_x\) and \(u_x\), so it changes the signs of \(T\) and \(p\) but not of \(q\), and \(Tpq\) is invariant. Had the antipolar layers moved along \(x\), their amplitude would also have changed sign, and the product would have been forbidden. Had they moved along \(z\), the mirror \(y\to-y\) would have forbidden it, because that mirror reverses \(T\) but neither the polar displacement along \(x\) nor the antipolar one along \(z\).

There is a second pair, with the polar displacement along \(y\) and the antipolar one along \(x\). The mirror that exchanges \(x\) and \(y\) leaves \(T\) unchanged and turns one pair into the other. The second pair therefore has the same stiffnesses and reaches the same threshold. The count of one unstable combination refers to one pair. The second pair is held at zero below.

### Where the coupling comes from

Symmetry permits the term but does not show that its coefficient differs from zero. A simple model of the bonds does. Let each oxygen interact with its four hafnium neighbours through a central pair energy \(\phi(r)\). With \(x,y,z\) the components of the vector from a hafnium atom to the oxygen, \(\partial r/\partial x=x/r\), and successive differentiation gives

\[
\frac{\partial\phi}{\partial x}=x\left(\frac1r\frac{d}{dr}\right)\phi,
\qquad
\frac{\partial^3\phi}{\partial x\,\partial y\,\partial z}
=xyz\left(\frac1r\frac{d}{dr}\right)^3\phi .
\]

The operator is applied step by step:

\[
\left(\frac1r\frac{d}{dr}\right)^2\phi=\frac{\phi''}{r^2}-\frac{\phi'}{r^3},
\]

\[
\left(\frac1r\frac{d}{dr}\right)^3\phi
=\frac{\phi'''}{r^3}-\frac{3\phi''}{r^4}+\frac{3\phi'}{r^5}.
\]

For the oxygen with \(s_x=s_y=s_z=1\), the four vectors from its hafnium neighbours are \(a_0/4\) times \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\). The product \(xyz\) is \((a_0/4)^3\) for each of them, so the four contributions add. Since \(r=\sqrt3\,a_0/4\), this product is \(r^3/(3\sqrt3)\). The mixed third derivative for this cage is therefore

\[
c=\frac{4}{3\sqrt3}\left(\phi'''-\frac{3\phi''}{r}+\frac{3\phi'}{r^2}\right).
\]

In a Taylor series the term \(u_xu_yu_z\) occurs in six orders and carries the factor \(1/3!\), so its coefficient is \(c\) itself. Reversing one of the signs \(s_x,s_y,s_z\) mirrors the cage and reverses \(xyz\). The general term is \(c\,s_xs_ys_z\,u_xu_yu_z\). With the three patterns inserted, one oxygen contributes

\[
c\,s_xs_ys_z\,(p)(q\,s_z)(T\,s_xs_y)=c\,Tpq,
\]

because each sign appears squared. Eight oxygen atoms give \(g=8c\) in this bond model. The alternation of the two displacement patterns matches the alternation of the cages, and nothing cancels in the sum.

For a repulsion that decays exponentially, \(\phi'<0\), \(\phi''>0\) and \(\phi'''<0\). All three terms in \(c\) are then negative, and \(g\) is not zero. Other interactions also contribute and can partly cancel this term. A Coulomb attraction \(\phi=-A/r\) with \(A>0\), for instance, gives the bracket in \(c\) the positive value \(15A/r^4\). The argument therefore shows how the coupling can arise and does not fix its size in hafnia. The sign of \(g\) has no bearing on stability, since replacing \(q\) by \(-q\) reverses it. The formulas for directions below take \(gT>0\).

### Completing the square

With \(T\) fixed, the energy that depends on \(p\) and \(q\) is taken as

\[
U=\frac{k_P}{2}p^2+\frac{k_Q}{2}q^2+gTpq+\frac{\beta}{4}(p^2+q^2)^2,
\qquad \beta>0 .
\]

The quartic term limits the growth of the displacements. Symmetry would allow separate coefficients for \(p^4\), \(q^4\) and \(p^2q^2\). The single coefficient \(\beta\) is a simplification that affects the final amplitude and direction but not the threshold.

Near the origin the quadratic part \(U_2\) decides. Expanding the square below reproduces the terms in \(p^2\) and \(pq\), plus an extra \(g^2T^2q^2/(2k_P)\), which must be subtracted:

\[
U_2=\frac{k_P}{2}\left(p+\frac{gT}{k_P}q\right)^2
+\frac12\left(k_Q-\frac{g^2T^2}{k_P}\right)q^2 .
\]

If \(g^2T^2<k_Pk_Q\), both coefficients are positive and \(U_2>0\) for any displacement other than zero. If \(g^2T^2>k_Pk_Q\), choose a small \(q\ne0\) and set \(p=-gTq/k_P\). The first square vanishes and the energy falls. This proves the criterion.

The choice of \(p\) has a direct meaning. When \(q\) is present, the trilinear term exerts a force \(-gTq\) on \(p\). The polar displacement follows until its own restoring force balances this one. The energy gained by following is \(g^2T^2q^2/(2k_P)\), and instability sets in when this gain exceeds the cost \(k_Qq^2/2\). A soft partner follows further, which is why the product of the stiffnesses enters.

At equality \(U_2\) vanishes along one line. The quartic term is positive there, so the origin is still stable in this model. Below or at the threshold the full \(U\) is positive everywhere except at the origin, which is then the lowest state at frozen \(T\), and not merely a local minimum.

If the stiffnesses do not change with \(T\), the critical distortion is

\[
T_c=\frac{\sqrt{k_Pk_Q}}{|g|}.
\]

Terms such as \(T^2p^2\) and \(T^2q^2\) are allowed by symmetry and make the stiffnesses depend on \(T\). The criterion then still holds with the stiffnesses at the actual distortion, but the formula for \(T_c\) no longer gives the threshold directly. These terms need not be small at distortions as large as the one in the example. If the stiffnesses rise fast enough with \(T\), the product \(k_Pk_Q\) can still exceed \(g^2T^2\) well beyond the value of \(T_c\) computed from the stiffnesses of the cubic crystal. Likewise, a term \(T^3pq\) would require \(gT\) to be replaced by the full coefficient of \(pq\).

### The state beyond the threshold

To find the most favourable direction, write \(p=r\cos\alpha\) and \(q=-r\sin\alpha\). The minus sign makes the trilinear term negative for \(0<\alpha<\pi/2\). Using \(\cos^2\alpha=(1+\cos2\alpha)/2\), \(\sin^2\alpha=(1-\cos2\alpha)/2\) and \(2\sin\alpha\cos\alpha=\sin2\alpha\),

\[
U=\frac{r^2}{2}\left[K+\Delta\cos2\alpha-gT\sin2\alpha\right]+\frac{\beta}{4}r^4,
\]

\[
K=\frac{k_P+k_Q}{2},\qquad \Delta=\frac{k_P-k_Q}{2}.
\]

The part that depends on \(\alpha\) is a sinusoid of amplitude \(R=\sqrt{\Delta^2+g^2T^2}\). The extreme values of the bracket are

\[
\lambda_\pm=K\pm R .
\]

The lowest value occurs at an angle \(\theta\) with \(\cos2\theta=-\Delta/R\) and \(\sin2\theta=gT/R\). Since \(\tan\theta=(1-\cos2\theta)/\sin2\theta\),

\[
\tan\theta=\frac{R+\Delta}{gT}=\frac{k_P-\lambda_-}{gT}.
\]

The product \(\lambda_-\lambda_+=K^2-R^2=k_Pk_Q-g^2T^2\) is negative under the same condition as before. Beyond the threshold, setting \(\partial U/\partial r=\lambda_-r+\beta r^3\) to zero gives

\[
r^2=-\frac{\lambda_-}{\beta},\qquad
U_{\min}=-\frac{\lambda_-^2}{2\beta}+\frac{\lambda_-^2}{4\beta}=-\frac{\lambda_-^2}{4\beta}.
\]

There are two such minima, \((p,q)\) and \((-p,-q)\). They have opposite polarization and the same energy. Near the threshold \(\lambda_+\approx k_P+k_Q\), so

\[
\lambda_-\approx\frac{k_Pk_Q-g^2T^2}{k_P+k_Q},
\]

which crosses zero linearly in \(T\). The amplitude \(r\) therefore grows as \(\sqrt{|T|-T_c}\) if the stiffnesses are held fixed.

### A worked example

Take \(a_0=0.51\) nm, \(k_P=800\) eV/nm², \(k_Q=1200\) eV/nm², \(g=50\,000\) eV/nm³, \(\beta=2.0\times10^6\) eV/nm⁴ and \(T=0.030\) nm. These are round model parameters and are not fitted to hafnia. The coupling was chosen to place the example beyond the threshold. With \(gT=1500\) eV/nm²,

\[
(gT)^2=2.25\times10^6>k_Pk_Q=0.96\times10^6\ \text{eV}^2/\text{nm}^4 .
\]

The critical distortion is \(\sqrt{0.96\times10^6}/50\,000=0.0196\) nm. The two extreme stiffnesses are

\[
\lambda_\pm=1000\pm\sqrt{200^2+1500^2}=1000\pm1513\ \text{eV/nm}^2,
\]

or \(-513\) and \(2513\) eV/nm². The soft direction has \(\tan\theta=(800+513.3)/1500=0.876\), which gives components \(0.7524\) along \(p\) and \(-0.6587\) along \(q\). Its amplitude is \(r=\sqrt{513.3/(2.0\times10^6)}=0.01602\) nm, so \(p=0.01205\) nm and \(q=-0.01055\) nm. The depth is \(513^2/(8.0\times10^6)=0.033\) eV per cell.

With an oxygen effective charge of size \(Ze=2.5e\), the size of the polarization is \(8Ze|p|/\Omega\), where \(\Omega=a_0^3\). This gives 29 µC/cm². The formula counts the dipole of \(p\) alone. A field along \(x\) transforms like \(p\), so the symmetry that permits \(Tpq\) also permits a dipole along \(x\) proportional to \(Tq\): once \(T\) is frozen in, the antipolar displacement is itself polar. In a simple model of polarizable oxygen ions this dipole is a few tens of percent of that of \(p\) at \(T=0.030\) nm. It is left out here and below. The criterion at zero field does not depend on it, but the polarizations, the added stiffnesses and the switching field given for the example do.

## Second derivation: the motion of the coupled displacements

The amplitudes \(p\) and \(q\) are the polar and antipolar oxygen displacements, with stiffnesses \(k_P,k_Q>0\). The frozen tetragonal amplitude \(T\) couples them through \(gTpq\). The first derivation compared energies and found instability for \(g^2T^2>k_Pk_Q\). It also gave a soft direction \((\cos\theta,-\sin\theta)\) with stiffness \(\lambda_-\), a minimum at \(r^2=-\lambda_-/\beta\), and a depth \(\lambda_-^2/(4\beta)\). In the example \(gT=1500\) eV/nm², \(\lambda_-=-513\) eV/nm², and the polarization is 29 µC/cm². The second derivation obtains the criterion by asking whether a small disturbance oscillates or grows.

### Equations of motion and their frequencies

Let \(M_P\) and \(M_Q\) be the masses that belong to the two amplitudes. The forces are minus the derivatives of the energy. To first order in \(p\) and \(q\), the quartic term drops out:

\[
M_P\ddot p=-k_Pp-gTq,\qquad
M_Q\ddot q=-k_Qq-gTp .
\]

The same coefficient \(gT\) appears in both equations because both forces come from one energy. Insert \(p=p_1e^{-i\omega t}\) and \(q=q_1e^{-i\omega t}\), so that each second time derivative gives a factor \(-\omega^2\):

\[
(k_P-M_P\omega^2)p_1=-gTq_1,\qquad
(k_Q-M_Q\omega^2)q_1=-gTp_1 .
\]

Multiply the two equations. For \(gT\ne0\) neither amplitude can vanish without the other, so the common factor \(p_1q_1\) may be divided out:

\[
(k_P-M_P\omega^2)(k_Q-M_Q\omega^2)=g^2T^2 .
\]

With \(X=\omega^2\), \(\omega_P^2=k_P/M_P\) and \(\omega_Q^2=k_Q/M_Q\), division by \(M_PM_Q\) gives

\[
(X-\omega_P^2)(X-\omega_Q^2)=\frac{g^2T^2}{M_PM_Q}.
\]

The solutions of this quadratic equation are

\[
X_\pm=\frac{\omega_P^2+\omega_Q^2}{2}\pm
\sqrt{\left(\frac{\omega_P^2-\omega_Q^2}{2}\right)^2+\frac{g^2T^2}{M_PM_Q}} .
\]

Both are real, since the quantity under the root is not negative. Their sum \(\omega_P^2+\omega_Q^2\) is positive, so at most one can be negative. Their product is

\[
X_+X_-=\omega_P^2\omega_Q^2-\frac{g^2T^2}{M_PM_Q}
=\frac{k_Pk_Q-g^2T^2}{M_PM_Q}.
\]

If \(g^2T^2<k_Pk_Q\), the product is positive and both roots are positive. Small disturbances then oscillate. If \(g^2T^2>k_Pk_Q\), one root is negative. With \(X_-=-\gamma^2\), one solution grows as \(e^{\gamma t}\), and the state \(p=q=0\) is unstable. This is the criterion again, and the masses have cancelled from it.

The equation for \(X\) also shows how the frequencies move. Its right-hand side is positive, so the two factors on the left have the same sign. One root lies below both uncoupled squared frequencies and the other above both. The coupling pushes them apart until the lower one passes through zero.

Energy and small-motion arguments give the same criterion: the state \(p=q=0\) is unstable when \(g^2T^2>k_Pk_Q\), whatever the masses. What remains is to put numbers to the mode frequencies, to examine damping, a movable \(T\), imperfect screening, switching and temperature, and to compare the model with real hafnia capacitors.
